# Quadrupoles and the power-law tail of silicon's force constants

Q: Silicon has an electronic gap and its atoms carry no Born charges. A gapped crystal responds locally, and the dipole-dipole forces of polar crystals are absent. So the force constants must decay exponentially with distance.

A: Vanishing Born charge removes the dipole. What removes the next moment of the charge that an atom drags along?

Q: I assumed that symmetry does. Doesn't it?

A: Let us see what symmetry gives. Move the atoms of sublattice $\kappa$ by $u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$. Let $\bar\rho_{\kappa\alpha}(\mathbf q)$ be the induced charge per cell and unit displacement along $\alpha$, with the macroscopic electric field held at zero. In atomic units its moment expansion is

$$\bar\rho_{\kappa\alpha}=-iq_\beta Z_{\kappa\alpha}^{\beta}-\tfrac12 q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}+\dots,$$

with repeated Cartesian indices summed. $Z$ is the Born charge and $Q$ the dynamical quadrupole, the second moment of the induced charge.

The tetrahedral site makes $Z$ isotropic. Inversion about a bond centre exchanges the sublattices and leaves a rank-two tensor unchanged, so $Z_1=Z_2$. Moving a neutral insulator rigidly gives $Z_1+Z_2=0$. Both vanish.

For $Q$, the twofold rotations about the cube axes each reverse two coordinates. A rank-three component survives all of them only if $x$, $y$ and $z$ each occur once; any other component changes sign under at least one rotation and must vanish. Threefold rotations and mirrors make these components equal:

$$Q_{\kappa\alpha}^{\beta\gamma}=s_\kappa Q\,|\epsilon_{\alpha\beta\gamma}|,\qquad s_1=1,\quad s_2=-1.$$

The opposite signs arise because inversion reverses a rank-three tensor while exchanging the sublattices. An atom sitting on an inversion centre would have $Q=0$; a silicon atom does not sit on one. Symmetry permits $Q$ but does not fix its size.

Q: Suppose $Q$ is nonzero. The electrons still respond locally. Where could a long range come from?

A: From the Coulomb energy of the macroscopic charge. I assume an undoped crystal at rest, harmonic and adiabatic motion, and semilocal exchange-correlation. Collect the electronic response variables in a vector $x$. Per cell, the second-order energy is

$$E=\tfrac12u^\dagger Fu+\mathrm{Re}(x^\dagger Wu)+\tfrac12x^\dagger Ax+\tfrac12v|\rho|^2,$$

$$\rho=bu+dx,\qquad v=\frac{4\pi}{\Omega q^2}.$$

Here $\Omega$ is the cell volume, and $b$ and $d$ are row vectors giving the macroscopic charge of ions and electrons. All other Coulomb terms, including local fields, are inside $F$, $W$ and $A$. Minimizing over $x$ gives

$$Ax+Wu+vd^\dagger\rho=0,\qquad x=-A^{-1}(Wu+vd^\dagger\rho).$$

Insert this $x$ into $\rho=bu+dx$ and collect the terms in $\rho$:

$$\rho=\frac{\bar\rho u}{\bar\varepsilon},\quad \bar\rho=b-dA^{-1}W,\quad \bar\varepsilon=1+v\,dA^{-1}d^\dagger.$$

Twice the derivative of the energy with respect to $u^\dagger$, with $u$ held fixed, is $Fu+W^\dagger x+vb^\dagger\rho$. Substituting $x$, with $A$ Hermitian, turns it into

$$(F-W^\dagger A^{-1}W)u+v(b^\dagger-W^\dagger A^{-1}d^\dagger)\rho.$$

The second bracket is $\bar\rho^\dagger$, so the force-constant matrix is

$$C=C'+\frac{4\pi}{\Omega q^2}\frac{\bar\rho^\dagger\bar\rho}{\bar\varepsilon},\qquad C'=F-W^\dagger A^{-1}W.$$

Your locality argument applies to $C'$ and $\bar\rho$: with a gap and the macroscopic field removed, they have power series at small $\mathbf q$. The electronic response redistributes charge without changing its total, so $d$ has no constant term and starts linearly in $\mathbf q$. Cubic symmetry then makes $\bar\varepsilon$ tend to a number, the electronic dielectric constant $\varepsilon$. The factor $1/q^2$ remains.

Q: But the quadrupolar charge is of order $q^2$. Its square divided by $q^2$ goes to zero. Surely it does no harm?

A: It goes to zero, but not as a polynomial. The two equal off-diagonal entries of $Q$ cancel the factor one half, so

$$\bar\rho_{\kappa\alpha}=-s_\kappa Q\,t_\alpha,\qquad t_x=q_yq_z,\;t_y=q_zq_x,\;t_z=q_xq_y,$$

and the leading nonanalytic term is

$$C^{\rm NA}_{\kappa\alpha,\kappa'\beta}=\frac{4\pi}{\Omega}s_\kappa s_{\kappa'}Q^2\frac{t_\alpha t_\beta}{\varepsilon q^2}.$$

Take the two sublattices moving oppositely along $z$, with normalized amplitudes $(1,-1)/\sqrt2$, and $\mathbf q=q(\cos\theta,\sin\theta,0)$. The charge amplitude is $-\sqrt2\,Qq_xq_y$, and $q_xq_y=\tfrac12q^2\sin2\theta$. The energy coefficient is therefore

$$\Delta C=\frac{2\pi Q^2}{\Omega\varepsilon}q^2\sin^22\theta.$$

An ordinary quadratic term for this motion must, by symmetry, have the form $a(q_x^2+q_y^2)+bq_z^2$, which is constant around the circle. The $\sin^22\theta$ variation cannot be written that way.

Q: How does such a mild singularity appear in real space?

A: The inverse transform is $\Phi(\mathbf r)=\Omega\int d^3q\,C(\mathbf q)e^{-i\mathbf q\cdot\mathbf r}/(2\pi)^3$ over the Brillouin zone, with $\mathbf r$ the separation of the atoms. The large-distance tail comes from the singularity at $\mathbf q=0$. Each $q_j$ becomes $i\partial_j$; four of them give $i^4=1$, and $4\pi/q^2$ transforms to $1/r$. Hence

$$\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf r)\to s_\kappa s_{\kappa'}\frac{Q^2}{\varepsilon}\,t_\alpha(\nabla)t_\beta(\nabla)\frac1r.$$

For the $zz$ component I need $\partial_x^2\partial_y^2(1/r)$. First,

$$\partial_y^2\frac1r=\frac{3y^2}{r^5}-\frac1{r^3}.$$

Then use

$$\partial_x^2r^{-3}=-3r^{-5}+15x^2r^{-7},\quad \partial_x^2r^{-5}=-5r^{-7}+35x^2r^{-9}.$$

With $\mathbf n=\mathbf r/r$, the result for like atoms is

$$\Phi_{zz}\to\frac{Q^2}{\varepsilon r^5}\left[105n_x^2n_y^2-15(n_x^2+n_y^2)+3\right].$$

The bracket is $105/4-15+3=14.25$ along [110], $-12$ along [100] and $3$ along [001]. Since it changes sign, this component's $r^{-5}$ term vanishes in some directions. For unlike atoms the overall sign is reversed.

Q: This is an asymptotic formula. Does a full lattice with all its Coulomb interactions really behave so?

A: Here is a model in which the tail is not put in by hand. On a diamond lattice, stretching a bond by $\delta\ell$ puts charge $g\,\delta\ell$ at its centre and takes half of it from each end atom. Every atom also has a polarizable dipole. All charges are Gaussian clouds of width 0.116 nm.

Displace one atom by $\mathbf u$. A bond of length $\ell$ and direction $\mathbf n$ pointing away from it changes length by $-\mathbf n\cdot\mathbf u$. The second moment of the bond's charge about that atom is

$$g\,\delta\ell\left(\frac{\ell^2}{4}-\frac{\ell^2}{2}\right)n_\beta n_\gamma=\frac{g\ell^2}{4}(\mathbf n\cdot\mathbf u)n_\beta n_\gamma.$$

Summed over the four bonds this gives a quadrupole, 30.9 e·bohr here. The dipoles respond even at zero macroscopic field and reduce it to $Q=13.0$ e·bohr, or 0.688 e·nm. This dressed value enters the law. I set $g$ and the dipole stiffness to obtain $Q=13$ e·bohr and $\varepsilon=12$, with lattice constant $a=0.543$ nm.

At $q=0.005$ bohr$^{-1}$, the rise in energy coefficient from [100] to [110] is 1.0002 times the formula. Half of it is reached at 22.5°, as $\sin^22\theta$ requires. The part $C'$ supplies a fraction $5\times10^{-4}$ of the rise.

For real space I transformed the full matrix on a $32^3$ wavevector mesh. Such a mesh adds periodic images, whose contributions I subtracted using the law. At the largest distance, 12 lattice steps, the nearest image on the same line is 20 steps away, with relative weight $(12/20)^5=0.08$. The $zz$ constants between like atoms along [110] are:

| $r$ (nm) | lattice (N/m) | lattice / law |
|---|---|---|
| 1.15 | $1.49\times10^{-1}$ | 2.32 |
| 1.54 | $2.02\times10^{-2}$ | 1.33 |
| 2.30 | $1.98\times10^{-3}$ | 0.991 |
| 3.07 | $4.54\times10^{-4}$ | 0.958 |
| 3.84 | $1.50\times10^{-4}$ | 0.966 |
| 4.61 | $6.08\times10^{-5}$ | 0.973 |

As a check on the units, the Coulomb constant is 1.44 eV·nm for charges in e, and 1 eV/nm² is 0.160 N/m. At 4.608 nm the law gives

$$\frac{14.25(0.688)^2}{12(4.608)^5}(1.44)(0.160)\simeq6.2\times10^{-5}\ \mathrm{N/m}.$$

Between 3.07 and 4.61 nm the logarithmic slope is $-4.96$. An exponential drawn through the values at 1.54 and 3.07 nm falls short at 4.61 nm by a factor of 6. Using a $24^3$ mesh instead changes the value at 3.07 nm by 0.05%. The last row is more sensitive, because the images themselves lie about 1% below the law used to subtract them: a $40^3$ mesh raises the ratio at 4.61 nm from 0.973 to 0.974.

Q: The ratio overshoots, dips below one and is still 3% low at the end. Why should I believe that it tends to one?

A: The induced charge is real in space, so $\bar\rho(-\mathbf q)=\bar\rho^*(\mathbf q)$: even orders in $\mathbf q$ are real, odd orders imaginary. For like atoms and equal directions, $|\bar\rho|^2$ therefore contains even orders alone. The corrections to the ratio begin as

$$\frac{\Phi}{\Phi_{\rm law}}=1+\frac{c_2}{r^2}+\frac{c_4}{r^4}+\dots$$

Cut after $c_4$, the series fits the values at 3.07 and 4.61 nm with $c_2\simeq-0.72$ nm² and $c_4\simeq3.0$ nm⁴. These are effective coefficients: they absorb the omitted terms and the residual image error. With that error removed, the same fit gives about $-0.69$ nm² and 2.8 nm⁴. At 3.84 nm this predicts $1-0.049+0.014=0.965$, against 0.966 on the lattice. The data thus fit a limit of one. A cruder extrapolation through the same two points, without $c_4$, gives 0.985. At 1.54 nm the same two terms give about 1.2, against 1.33 on the lattice, but this is no test: the next term of the series, $c_6/r^6$, is already of order one there. I have not separated higher multipoles from short-range forces at such distances.

Q: Could the tail come from the polarizable dipoles rather than from the quadrupole?

A: I kept the dipoles and bond charges and added an on-site charge response that cancels the dressed $Q$. On the $24^3$ mesh, with periodic images left in both values, the force constant at 3.07 nm then dropped to 4.6% of its former value. The addition also changes higher multipoles, so the remainder need not equal the original lattice's correction. The loss of most of the tail does follow the loss of $Q$.

Q: Would any of this be noticeable in silicon itself?

A: The lattice constant, $\varepsilon$, $Q$ and an optical phonon energy of 64 meV are rough silicon values taken as inputs. The tail scales as $Q^2$, so a 10% larger $Q$ raises it by 21%. The bond charges are a model choice, and the lattice values at 1–2 nm should not be read as silicon's.

For scale, let $K_0$ be the force constant of an atom on itself. With nearest-neighbour coupling alone, opposite motion of the sublattices has $M\omega^2=2K_0$. A mass of 28 u gives $K_0\simeq220$ N/m. The $r^{-5}$ law at 1.15 nm is $2.9\times10^{-4}$ of that.

The phonon effect is also small. At $q=0.1(2\pi/a)=1.157$ nm$^{-1}$ along [110], with $\Omega=a^3/4=0.0400$ nm³,

$$\Delta C=\frac{2\pi(0.688)^2(1.157)^2}{0.0400\times12}(1.44)(0.160)\simeq1.9\ \mathrm{N/m}.$$

To first order, $\Delta\omega/\omega=\Delta C/(2M\omega^2)=1.9/880$, a shift of 0.14 meV for the $z$-polarized optical mode. The same term is zero along [100]. This is the leading nonanalytic contribution at small $q$, not the full difference between the two phonon energies.

Q: Then should the speed of sound depend on direction in this peculiar way too?

A: Not at leading order. In a uniform translation the two quadrupoles cancel, since $s_1+s_2=0$. In a long sound wave the relative displacement of the sublattices is smaller than the displacement by one power of $q$, so the macroscopic charge starts at $q^3$. Its energy is of order $q^6/q^2=q^4$, whereas the sound speed is set by the $q^2$ term.

Q: Is there any setting in which my exponential decay comes back?

A: Doping can restore it. If nondegenerate carriers follow the atoms adiabatically, $\varepsilon q^2$ becomes $\varepsilon(q^2+\lambda^{-2})$, with Debye length $\lambda$. The singularity at $\mathbf q=0$ disappears, and $1/r$ is replaced by $e^{-r/\lambda}/r$. At 300 K and $10^{15}$ cm$^{-3}$, $\lambda$ is 131 nm and the tail at 4.6 nm is practically unchanged. At $10^{18}$ cm$^{-3}$, $\lambda$ is 4.1 nm, yet in this Debye form the $zz$ tail there falls by only 7% along [110] (10% along [100], 17% along [001]): exponential decay takes over at larger distances. The 7% is rough and probably too large, because the Debye form treats carriers as classical points. Their thermal length $\hbar/\sqrt{mk_BT}$, about 3 nm for electrons in silicon (1.8 to 3.9 nm, depending on the direction of the mass), is comparable with $\lambda$ and weakens the screening.

This screening is also static. At $10^{18}$ cm$^{-3}$ the carriers' plasma energy is only about 20 meV, so at long wavelength they cannot follow a 64 meV optical vibration adiabatically. The screened force constants should not be used for that phonon.

Semilocal theory also omits dispersion forces. For two polarizabilities $\alpha_1,\alpha_2$ and a mean excitation energy $I$, the London energy is $-\tfrac34I\alpha_1\alpha_2/r^6$. If a displacement changes each polarizability at a rate $\alpha'$, the force constant has size $\tfrac34I\alpha'^2/r^6$. Rough inputs $\alpha'=0.25$ nm² and $I=4$ eV give 20% of the $r^{-5}$ law at 1.15 nm without screening, and 0.14% if divided by $\varepsilon^2$. These are estimates, not bounds, and their ratio to the law falls as $1/r$.

Q: So when I interpolate phonons from force constants in a finite supercell, what should I do differently?

A: For an undoped crystal without Born charges, such as silicon, treat the quadrupolar term separately (polar crystals have slower dipole tails that must be treated as well). Subtract its periodic lattice sum before cutting off the force constants, and add it back at each wavevector. The remainder still has tails from higher multipoles, but they fall faster than $r^{-5}$. The numerical output below lists the main inputs and the lattice results.

## Numbers as computed

```
lattice constant (rough input): 0.543 nm
dielectric constant from response: 12.000
Gaussian width of model clouds: 0.1164 nm
Born charge from response: -1.6e-05 e
bare bond quadrupole: 30.859 e bohr
dressed quadrupole, sublattice 1: 13.000 e bohr
dressed quadrupole, sublattice 2: -13.000 e bohr
dressed quadrupole, sublattice 1: 0.6879 e nm
[110] zz angular coefficient: 14.2500
angular step, lattice / formula: 1.00023
step fraction at 22.5 degrees: 0.49999
step share of nonmacroscopic part: 5.0e-04
zz force constants along [110], like atoms:
r (nm) | lattice (N/m) | r^-5 law (N/m) | ratio
1.152 | 1.4850e-01 | 6.3938e-02 | 2.3225
1.536 | 2.0232e-02 | 1.5173e-02 | 1.3335
2.304 | 1.9805e-03 | 1.9980e-03 | 0.9912
3.072 | 4.5434e-04 | 4.7415e-04 | 0.9582
3.840 | 1.5000e-04 | 1.5537e-04 | 0.9655
4.608 | 6.0751e-05 | 6.2439e-05 | 0.9730
ratio extrapolated to infinite r: 0.98474
log slope, steps 8 to 12: -4.962
actual / exponential extrapolation at step 12: 5.95
mesh 24 versus 32, shift at step 8: -0.052 %
control quadrupole: -1.1e-13 e bohr
control / original tail at step 8: 0.0464
optical phonon energy (rough input): 64 meV
atomic mass (rough input): 28 u
on-site constant, nearest-neighbour estimate: 219.8 N/m
r^-5 law at first distance / on-site: 2.91e-04
phonon wavevector, 0.1 of 2 pi/a: 1.157 nm^-1
phonon shift, [110] minus [100] term: 0.139 meV
carrier temperature: 300 K
carriers 1e+15 cm^-3: Debye length 130.94 nm
  screened / unscreened tail at last distance: 0.9999
carriers 1e+18 cm^-3: Debye length 4.14 nm
  screened / unscreened tail at last distance: 0.9293
Raman polarizability slope (rough input): 0.25 nm^2
dispersion mean energy (rough input): 4.0 eV
dispersion / law, first distance, unscreened: 0.201
same with static screening: 1.40e-03
```
